Transmission through one altered bond from lead self-energies

An electron in a tight-binding chain meets one bond whose hopping is t′ instead of t. With λ = t′/t, the probability that it passes at the band centre is

T₀ = 4λ²/(1 + λ²)².

At any other energy E inside the band,

T(E) = 4λ² sin²θ / [(1 − λ²)² + 4λ² sin²θ],  E = −2t cos θ,  0 < θ < π.

The altered bond serves here as the simplest model of a grain boundary in a plated conductor. The model has one orbital per site, independent electrons, elastic scattering at the bond and a small applied voltage. All site energies are zero, t is positive, and the Hamiltonian has elements −t between neighbours, except −t′ between sites 0 and 1. The angle θ is the wave number times the spacing a. The velocity is (2ta/ħ) sin θ, so positive θ means motion to the right.

**Why the bond cannot be treated alone**

The obvious scheme keeps only the two sites that the altered bond joins and uses their Green function, the inverse of E − H:

E − H = [[E, t′], [t′, E]],  G₁₀ = −t′/(E² − t′²).

At E = 0 this gives G₁₀ = 1/t′. The response across the bond grows as the bond is weakened, which is the wrong trend. The reason is that an isolated pair of sites has two sharp levels at ±t′ and nowhere for an electron to go. A longer isolated piece has more levels, but still no escape.

One repair is to let electrons leak out at a fixed rate, by adding −it to the energy of each end site. The rule derived below, T = Γ²|G₁₀|² with Γ = 2t, then gives for an unaltered chain, t′ = t,

|(E + it)² − t²|² = (E² − 2t²)² + 4E²t² = E⁴ + 4t⁴,
T = 4t⁴/(E⁴ + 4t⁴).

This is 1 at E = 0, as it should be, but 0.8 at E = t and 0.2 at the band edge E = 2t. A perfect chain has acquired a resistance, because the fixed absorber reflects. The end correction must depend on energy in the way that the missing half-chain dictates.

**Replacing each half-chain**

Let g be the Green function at the end site of a semi-infinite chain. A unit source on that site produces amplitudes φ₁, φ₂, … with φ₁ = g, and the equation at the end site is

Eφ₁ + tφ₂ = 1.

The sites from 2 onward form an identical semi-infinite chain, driven by the source −tφ₁. Hence φ₂ = −tgφ₁, and

(E − t²g)g = 1,  or  t²g² − Eg + 1 = 0.

Its roots are g = [E ± √(E² − 4t²)]/(2t²). With E = −2t cos θ the square root is ±2it sin θ, so the roots are −e^{iθ}/t and −e^{−iθ}/t.

To choose between them, give E a small positive imaginary part η, which makes the response follow its source in time. If θ becomes θ + iδ, then to first order

E + iη = −2t cos(θ + iδ) = −2t cos θ + 2itδ sin θ.

Thus δ = η/(2t sin θ) is positive, and the amplitude ratio φ₂/φ₁ = −tg must be e^{iθ−δ}, which decays away from the source. The other root would grow. Therefore

g = −e^{iθ}/t.

Outside the band both roots are real, and the same rule selects the one with |tg| < 1.

In the full chain, the half-chain beyond site 1 responds to site 1 in the same way. Its effect is to add to the energy of site 1 the self-energy

Σ = t²g = −t e^{iθ}.

The left half-chain adds the same Σ to site 0. The real part, −t cos θ = E/2, shifts the level; the imaginary part, −t sin θ, describes escape. The associated broadening is

Γ = i(Σ − Σ*) = i(−t)(2i sin θ) = 2t sin θ.

At the band centre Σ = −it and Γ = 2t, which is why the fixed absorber worked there and failed elsewhere.

The root must be the same in both leads. With the decaying root on one side and the growing one on the other, the determinant found below would become t² − t′², and the response of a perfect chain would diverge.

**From the Green function to a probability**

A Green function is a response to a source, whereas transmission concerns an incoming wave. To connect them, take

ψₙ = e^{iθn} + r e^{−iθn} for n ≤ 0,
ψₙ = τ e^{iθ(n−1)} for n ≥ 1.

Since ψ₀ = 1 + r, the amplitude one site to the left is

ψ₋₁ = e^{−iθ} + (ψ₀ − 1)e^{iθ} = ψ₀e^{iθ} − 2i sin θ.

Insert this in the equation at site 0, Eψ₀ = −tψ₋₁ − t′ψ₁:

(E + t e^{iθ})ψ₀ + t′ψ₁ = 2it sin θ = iΓ.

The bracket is E − Σ. The incoming wave therefore acts as a source of strength iΓ on site 0, and

τ = ψ₁ = iΓG₁₀,  r = ψ₀ − 1 = iΓG₀₀ − 1.

The two leads are identical, so the transmitted and incoming waves have the same velocity and T = |τ|² = Γ²|G₁₀|². With different leads the ratio of velocities would enter.

For the single bond, write D = E − Σ. Then

D = −2t cos θ + t e^{iθ} = −t e^{−iθ},

and inverting the matrix [[D, t′], [t′, D]] gives

G₀₀ = D/(D² − t′²),  G₁₀ = −t′/(D² − t′²).

The squared modulus of the determinant is

|t²e^{−2iθ} − t′²|² = t⁴ + t′⁴ − 2t²t′² cos 2θ
= (t² − t′²)² + 4t²t′² sin²θ,

where cos 2θ = 1 − 2 sin²θ was used. Multiplying 1/|D² − t′²|² by Γ²t′² = 4t²t′² sin²θ and dividing numerator and denominator by t⁴ gives the stated T(E).

The reflection amplitude shows whether probability is conserved. Here

iΓD = −2it² sin θ e^{−iθ} = −t²(1 − e^{−2iθ}),

so iΓD − D² + t′² = t′² − t², and

r = (t′² − t²)/(t²e^{−2iθ} − t′²).

Its squared modulus is R = (1 − λ²)²/[(1 − λ²)² + 4λ² sin²θ]. Hence R + T = 1.

**What the formula says**

For a weak bond T ≈ 4λ² sin²θ, the result of lowest order in t′. At λ = 0.6 and the band centre that estimate would be 1.44, an impossible probability. The denominator, which accounts for repeated passages across the bond, is then essential.

The band centre has sin²θ = 1 and is the best energy for every λ other than 0 and 1. At a band edge the velocity vanishes, and so does T unless λ = 1. Replacing λ by 1/λ leaves T unchanged, as multiplying numerator and denominator by λ⁴ shows. A bond that is too strong thus reflects as much as one that is too weak.

The two cases differ outside the band. Seek a state with ψ₁ = sψ₀, s = ±1, multiplied by q at each step outward. A site away from the bond requires E = −t(q + 1/q), and site 1 requires E = −tq − st′. Equating them gives q = st/t′. The state is bound only if |q| < 1, that is t′ > t, and then

E = −s(t′ + t²/t′).

A strong bond has two such states and a weak one has none, although their transmissions agree.

**A worked bond**

Take t = 1.25 eV and t′ = 0.75 eV, so λ = 0.6. At the band centre

T₀ = 4(0.36)/(1.36)² = 1.44/1.8496 = 0.7785,

and R₀ = 0.2215. At fixed t, ratios of 0.2, 0.4 and 0.8 give 0.148, 0.476 and 0.952. At fixed λ = 0.6, T falls from 0.771 at 0.5 eV to 0.747 at 1.0 eV, 0.559 at 2.0 eV and 0.216 at 2.4 eV; the band ends at 2.5 eV. The loss is slow near the centre because sin²θ = 1 − (E/2t)² is flat there.

The same probability can be found without self-energies, by following a wave packet in time. A chain of 1200 sites was diagonalized with the altered bond in its middle. A Gaussian packet with a position spread of 50 sites started about 300 sites to the left and was evolved until it had separated into two parts. At the band centre the fraction beyond the bond was 0.77853, against 0.77855 from the formula.

The small deficit follows from the packet's spread in θ, which is 1/(2 × 50) = 0.01. Near the centre, with x = θ − π/2, the formula becomes T ≈ T₀(1 − R₀x²). The mean of x² is 10⁻⁴, so the loss is 0.7785 × 0.2215 × 10⁻⁴ ≈ 2 × 10⁻⁵.

**The scheme for a longer region**

Nothing in the elimination of the leads depended on there being one bond between them. For any region of N sites joined to identical chains, the procedure is:

1. Choose E and compute Σ from the decaying root.
2. Form the matrix E − H of the region and subtract Σ from its first and last diagonal elements.
3. Solve for the column produced by a unit source on the first site.
4. Multiply the squared modulus of its last element by Γ².

For nearest-neighbour hopping the matrix is tridiagonal, and the work grows in proportion to N.

A lead without a closed formula needs a numerical g. Repeating g → 1/(E − t²g) from a real start fails at real E inside the band: every iterate is real, while the answer is complex. Adding iη cures this, but slowly. The derivative of the map at the solution is t²g², of modulus e^{−2δ}, so about 1/(2δ) steps are needed to reduce the error by each factor of e. For η = 10⁻⁷ eV at the centre of this band, δ = 4 × 10⁻⁸ and the count is about 10⁷.

Eliminating every second site is much faster. Let εₛ be the energy of the end site, ε that of the others, α their coupling and z = E + iη. One elimination gives

εₛ → εₛ + α²/(z − ε),
ε → ε + 2α²/(z − ε),
α → α²/(z − ε).

The end site loses one neighbour and an interior site loses two, hence the factor of 2. The spacing doubles each time, so 27 eliminations do the work of about 10⁸ steps. In exact arithmetic they bring the relative error in g below 10⁻⁴ in this example. In double precision the exact band centre is an awkward energy: the first division is by iη alone, and rounding leaves an error of about 0.2 % that further eliminations do not remove. At E = 0.37 eV the same 27 eliminations reach 4 × 10⁻⁵ in double precision. When α has become negligible, g = 1/(z − εₛ).

**From transmission to resistivity**

With both spins, the conductance between the ends is (2e²/h)T₀ = 77.48 μS × 0.7785 = 60.3 μS, a resistance of 16.58 kΩ. It would be wrong to assign all of this to the boundary, since a perfect chain already shows h/2e² = 12.91 kΩ, which arises at its contacts. The boundary's own share is the difference,

R_b = (h/2e²)(1 − T)/T = (h/2e²)(1 − λ²)²/(4λ² sin²θ),

or 3.67 kΩ at the band centre.

A resistivity also requires that successive boundaries add. Between two equal ones, a wave may make any number of round trips, each multiplying its amplitude by a number of modulus R and phase φ. Summing the geometric series,

T₁₂ = T²/|1 − Re^{iφ}|².

If φ is spread evenly, the average of 1/|1 − Re^{iφ}|² is 1 + R² + R⁴ + … = 1/(1 − R²). Since 1 − R² = T(2 − T),

⟨T₁₂⟩ = T/(2 − T),  (1 − ⟨T₁₂⟩)/⟨T₁₂⟩ = 2(1 − T)/T.

For this pair the resistances then add, as they do when probabilities are combined. For a longer row an even spread of phase is not enough: ten boundaries with independent, evenly spread phases have an average transmission that corresponds to about 1.4 times the summed boundary resistance. Simple addition along a row needs the phase to be lost between boundaries.

If the phase survives, the sum fails badly at a single energy. At the band centre r is real, and for bonds s spacings apart the round-trip factor is R(−1)^{s−1}. For λ = 0.6, T₁₂ is 1 at s = 121 but (0.7785/1.2215)² = 0.406 at s = 120. At that energy, one spacing decides whether the pair is invisible or reflects more than half. At 400 K the thermal spread of energies carries φ through more than a full cycle, and both separations average to 0.637, the series value for a pair.

With the phase lost, let one chain occupy each area a², with a = 0.25 nm, and let boundaries be d = 30 nm apart. The specific boundary resistance is

a²R_b = (6.25 × 10⁻¹⁶ cm²)(3671 Ω) = 2.29 × 10⁻¹² Ω cm²,

and division by d = 3.0 × 10⁻⁶ cm gives an added resistivity of 0.76 μΩ cm. At fixed boundary transmission this varies as 1/d. A deposit that nucleates more densely and keeps smaller grains then pays in proportion, provided that its boundaries are otherwise the same.

**How far the number can be trusted**

The spacing, grain length and bandwidth of a few eV are in the rough regime of a plated hcp cobalt line; t′ is a chosen parameter, not a cobalt value. Against a rough room-temperature bulk resistivity of 6 μΩ cm, the model adds 13 %. At the 400 K used for the thermal estimates, phonon scattering makes the bulk value larger by roughly 40 %, while the boundary term hardly changes, so the share falls to about 9 %. The result depends strongly on that choice: λ = 0.4 instead of 0.6 would multiply the boundary resistance by 3.9. Another assumption with a large effect is that electrons move along separate chains. In a simple-cubic crystal with hopping t in all directions and a whole plane of altered bonds, sideways motion shifts the energy left for crossing the plane. A numerical average over sideways wave numbers at half filling finds 63 % of the channels open, with mean transmission 0.68. After subtraction of the contact part, which is an estimate when channels differ, the added resistivity is about 2.0 μΩ cm, or 2.6 times the chain value. If each electron instead keeps its sideways wave number past many boundaries, and only they scatter, the factor is about 2.2. True hcp geometry, disorder and impurities at the boundary are not included, and their effect is not sized.

Cobalt's magnetism enters through d states. As a crude measure, attach to every site a side level of energy ε_d with coupling V. Its amplitude is V/(E − ε_d) times that of the site, so E in the chain formula is replaced by

E − V²/(E − ε_d).

For V = 0.80 eV and E = 0, a majority-spin level at −2.0 eV gives an effective energy of −0.32 eV and T = 0.776. A minority-spin level at −0.5 eV gives −1.28 eV and T = 0.722, which raises (1 − T)/T by about 35 % over the plain chain. These levels are illustrative. If |ε_d| fell below V²/(2t) = 0.26 eV, the effective energy would leave the band and the channel would close, so the correction is not small in general.

A shift u of the two site energies at the bond replaces D by D − u. At the band centre D = it, and the squared determinant becomes

(t² + t′²)² + 2u²(t² − t′²) + u⁴.

For u = 0.30 eV, T drops to 0.747. That is a 4 % relative change in T but a 19 % rise in boundary resistance, because the resistance measures the small reflected part.

The remaining effects are smaller. At 400 K, k_BT is 34.5 meV, and thermal averaging lowers T of the plain chain by 0.014 % of its value; with the minority-spin level above, the reduction is 1.3 %. At 10⁶ A/cm² the voltage across one boundary is 2.3 μV, far below the thermal voltage of 34.5 mV, so linear response is safe. For a rough mean free path of 10 nm, the amplitude surviving a 60 nm round trip is e^{−3} = 0.05. The leading interference term in T₁₂ is then at most 2 × 0.22 × 0.05, about 2 % of the transmission without it. This supports the series sum if the bulk scattering is mainly by phonons, which destroy phase; static defects alone would not.
